# Two mirror-image saddles: rate and effective barrier of an adsorbate

## Problem

An adsorbate sits in one potential basin on a surface at temperature $T=473$ K. A mirror operation of molecule and site together maps this basin onto itself. The adsorbate can react by passing over either of two distinct saddles, $S_+$ and $S_-$, which the same operation exchanges. Someone has found one saddle and computed the rate $k_1$ through it.

(a) By what factor does the total rate of loss of the reactant differ from $k_1$?

(b) If the total rate is described by one effective free-energy barrier, how far does that barrier move when the second saddle is counted, and is the change one of energy or of entropy?

(c) Work out the numbers for a proton of mass $m$ with coordinates $(x,y)$, where the mirror operation is $y\to-y$ and

$$V=(1-g)R(y)+g\,S(y),\qquad g=3\frac{x^2}{a^2}-2\frac{x^3}{a^3},$$

$$R=\tfrac12Ky^2,\qquad S=E+D\left(\frac{y^2}{b^2}-1\right)^2 .$$

Take $a=1.00$ angstrom, $b=0.50$ angstrom, $E=1.20$ eV, $D=0.40$ eV and $K=3.00$ eV/angstrom². The reactant lies near $x=0$, and products lie beyond $x=a$.

(d) When does the answer to (a) fail, and does tunnelling alter it?

The algebra uses atomic units, so $\hbar=1$ and $h=2\pi$, but $k_B$ is kept and $\beta=1/k_BT$. Numbers are in eV, angstrom, kelvin and seconds.

## First estimate by scaling

A rate varies with its free-energy barrier as $e^{-\beta\Delta F}$. Multiplying the rate by a factor $f$ at fixed temperature therefore lowers the barrier by $k_BT\ln f$. A second passage of similar size changes the rate by a factor of order one. Taking $\ln f\sim1$ gives a shift of order

$$k_BT=0.041\ \text{eV}.$$

The rise in temperature that would speed up a single passage equally follows from $\beta E$, the large exponent in the rate. A small rise $\delta T$ reduces it by $\beta E\,\delta T/T$. Setting this reduction to one gives

$$\delta T\sim T\,\frac{k_BT}{E}=473\ \text{K}\times\frac{0.04076}{1.20}\approx16\ \text{K}.$$

It remains to ask whether the passages are separate. Near a saddle, the thermal width of the passage is about $\sqrt{k_BT/c_s}$, where $c_s$ is the curvature across it. Here $c_s=8D/b^2=12.8$ eV/angstrom², as derived below, so the width is about $0.06$ angstrom. The saddles are $2b=1.0$ angstrom apart, so they are well separated.

## Exact solution

### The rate as a flux

Transition-state theory assumes a thermal population in the reactant basin and counts each outward crossing of a dividing line as a reaction. We choose the line $x=a$, which the mirror operation leaves in place. The rate is the outward flux through the line divided by the reactant population. Its velocity part is

$$\frac{\int_0^\infty (p/m)\,e^{-\beta p^2/2m}\,dp}{\int_{-\infty}^{\infty}e^{-\beta p^2/2m}\,dp}
=\frac{1/\beta}{\sqrt{2\pi m/\beta}}=\sqrt{\frac{k_BT}{2\pi m}} .$$

The integral over the momentum along $y$ cancels between flux and population. Hence

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{\int_{-\infty}^{\infty}e^{-\beta V(a,y)}\,dy}{Z},\qquad
Z=\iint_{x<a}e^{-\beta V(x,y)}\,dx\,dy .$$

In $Z$, the region $x<a$ stands for the reactant basin.

### The mirror operation

Split the line integral at $y=0$. In the lower half substitute $y=-y'$:

$$\int_{-\infty}^{0}e^{-\beta V(a,y)}dy=\int_0^\infty e^{-\beta V(a,-y')}dy'=\int_0^\infty e^{-\beta V(a,y')}dy' .$$

The last step uses $V(a,-y)=V(a,y)$. The two halves carry equal flux. They share the same denominator $Z$, because both passages are fed by one basin, and that basin is counted once. If $k_+$ and $k_-$ are the rates through the two halves,

$$k=k_++k_-=2k_+ .$$

The argument carries over to many atoms. A mirror operation preserves volume in configuration space and leaves the kinetic energy unchanged, so it maps the flux through one passage onto the flux through the other.

The equality of the halves is exact within this theory. Identifying $k_+$ with the harmonic one-saddle rate $k_1$ is an approximation, which we now make explicit.

### The rate through one saddle

The derivatives of $g$ are

$$g'=\frac{6x}{a^2}\left(1-\frac{x}{a}\right),\qquad g''=\frac{6}{a^2}-\frac{12x}{a^3}.$$

Thus $g'$ vanishes at $x=0$ and $x=a$, where $g''$ equals $6/a^2$ and $-6/a^2$. The derivatives of the potential are

$$V_x=g'(S-R),\qquad V_y=(1-g)R'+gS',$$
$$V_{xx}=g''(S-R),\qquad V_{xy}=g'(S'-R'),\qquad V_{yy}=(1-g)R''+gS'' .$$

At the origin $g=0$ and $R'=0$, so both slopes vanish. At $(a,\pm b)$, $g=1$ and

$$S'=\frac{4Dy}{b^2}\left(\frac{y^2}{b^2}-1\right)=0,\qquad
S''=\frac{4D}{b^2}\left(\frac{3y^2}{b^2}-1\right)=\frac{8D}{b^2}.$$

The mixed derivative vanishes at all three points. In the well, $S-R=E+D$, and the curvatures are

$$c_x=\frac{6(E+D)}{a^2}=9.60,\qquad c_y=K=3.00\quad\text{eV/angstrom}^2.$$

At either saddle $S-R=E-Kb^2/2=0.825$ eV, which gives

$$c_b=-\frac{6(E-Kb^2/2)}{a^2}=-4.95,\qquad c_s=\frac{8D}{b^2}=12.80\quad\text{eV/angstrom}^2.$$

There is one negative curvature, as a saddle requires.

Now expand $V$ to second order about the well and about $S_+$. The Gaussian integrals are

$$\int e^{-\beta[E+c_s(y-b)^2/2]}dy=e^{-\beta E}\sqrt{\frac{2\pi}{\beta c_s}},\qquad
Z\approx\frac{2\pi}{\beta\sqrt{c_xc_y}} .$$

Inserting them in the flux formula gives

$$k_1=\frac{1}{\sqrt{2\pi m\beta}}\sqrt{\frac{2\pi}{\beta c_s}}\;\frac{\beta\sqrt{c_xc_y}}{2\pi}\,e^{-\beta E}
=\frac{1}{2\pi}\frac{\omega_x\omega_y}{\omega_s}\,e^{-\beta E},$$

with $\omega_i=\sqrt{c_i/m}$. All factors of $\beta$ outside the exponential have cancelled. In this approximation the total rate is $2k_1$, which answers (a).

### The effective barrier

Define the effective barrier by

$$k=\frac{k_BT}{2\pi}e^{-\beta\Delta F},\qquad \Delta F=-k_BT\ln\frac{2\pi k}{k_BT}.$$

Replacing $k_1$ by $2k_1$ adds $\ln2$ to the logarithm, so

$$\Delta F_2=\Delta F_1-k_BT\ln2 .$$

At 473 K the lowering is $0.04076\times0.6931=0.0283$ eV, or 2.73 kJ/mol.

The energy of each saddle has not moved. Since $\ln(2k_1)=\ln k_1+\ln2$ and the added term does not depend on temperature, the activation energy $-d\ln k/d\beta$ is unchanged. The activation entropy $-\partial\Delta F/\partial T$ rises by $k_B\ln2=5.97\times10^{-5}$ eV/K. There are twice as many ways across, each at the same height.

### Numbers for the model

The vibrational quanta are $\omega_x=0.1996$ eV, $\omega_y=0.1116$ eV and $\omega_s=0.2305$ eV. Their combination $\omega_x\omega_y/\omega_s=0.0966$ eV, divided by $h$, is a prefactor of $2.34\times10^{13}$ s⁻¹. The exponent is $1.20/0.04076=29.4$, and the rates are

$$k_1=3.83\ \text{s}^{-1},\qquad 2k_1=7.65\ \text{s}^{-1}.$$

The effective barrier for one saddle is

$$\Delta F_1=1.20-0.04076\,\ln\frac{0.0966}{0.04076}=1.165\ \text{eV},$$

and it becomes $1.137$ eV when both are counted.

Suppose any co-reactant is supplied at a constant level, so that loss of reactant is first order. The fraction converted in a time $t$ is $1-e^{-kt}$. For a pulse of $0.20$ s it is 53.5% with one saddle counted and 78.3% with both. Conversion does not double, because the reactant is used up. The time to reach 99%, $\ln(100)/k$, does halve, from $1.20$ s to $0.60$ s. If the two products are mirror images, each forms at rate $k_1$, and they appear in equal amounts.

## Comparison of the two

The scaling estimate gave $0.041$ eV; the solution gives $0.028$ eV. The estimate is too large by $1/\ln2=1.44$, because it set the logarithm of the factor to one.

For the equivalent temperature $T'$, equate the one-saddle rate at $T'$ with the doubled rate at $T$. The harmonic prefactor does not depend on temperature, so

$$\frac{E}{k_BT}-\frac{E}{k_BT'}=\ln2,\qquad
T'-T=T\,\frac{q}{1-q},\qquad q=\frac{k_BT\ln2}{E}=0.0235 .$$

This gives $11.4$ K against the estimated 16 K. Multiplying the estimate by the missing $\ln2$ gives 11.1 K, and the denominator $1-q$ raises this by 2.4%.

The harmonic count can also be compared with the flux formula evaluated by direct integration over the whole line and basin. That gives $7.63$ s⁻¹, or $1.995\,k_1$, and a lowering of $0.0282$ eV. Its activation energy is $1.200$ eV, equal to $E$ at this precision. At $118$ K the ratio is $1.998$. The small departures from two are the net error of the Gaussian integrals, not a difference between the two passages. At 473 K the line integral and $Z$ each exceed their Gaussian values by about 2%, and these errors nearly cancel in the ratio.

## Where the factor fails

**The saddles merge.** The harmonic count is accurate when the ridge between the saddles is much higher than $k_BT$. Here $D/k_BT=9.8$. For lower ridges the line integral should be done in full: at $D=k_BT$ it is 11% above the sum of the two Gaussians, and at $D=0.1\,k_BT$ it is about a third below. If the passage has a single saddle on the mirror plane, there is nothing to double. Replacing $S$ by $E+4Dy^2/b^2$ produces this case, and direct integration gives $1.02$ times the harmonic one-saddle rate.

**The reactant also has two mirror-image wells.** Suppose each well leads to its own saddle. The flux doubles, but so does $Z$, and the factor cancels. With $R=D(y^2/b^2-1)^2$, direct integration gives a ratio of $0.995$ to the rate from one well through its saddle. What matters is therefore the symmetry of the reactant basin relative to the saddles; the number of saddles alone does not settle it.

**The site is chiral.** An achiral molecule beside a chiral neighbour has no mirror symmetry. If the neighbour raises one saddle by $\delta$ and leaves the other saddle, the well and the curvatures unchanged, the factor is

$$\frac{k_1+k_1e^{-\beta\delta}}{k_1}=1+e^{-\beta\delta}.$$

It runs from 2 at $\delta=0$ to 1 for $\delta\gg k_BT$. For $\delta=0.020$ eV it is $1.61$, and the lowering shrinks to $0.0195$ eV.

**The factor is already present.** A full integral over the dividing line contains both saddles, and so does a rate multiplied by a symmetry number that counts them. Multiplying by two again would be wrong.

**The basin does not equilibrate.** Opening a second passage doubles the rate if the first continues to be fed as before. This requires the populations of the energetic states that feed the saddles to be restored faster than escape drains them. Weak coupling to the surroundings can break this condition: molecules with enough energy to react then leave faster than they are replaced, and a second passage raises the rate by less than a factor of two, even if the overall escape is slow. Strong friction, by contrast, need not spoil the factor. For strongly damped, diffusive motion in the same potential at $k_BT=0.080$ eV, the escape rate with both passages open is $1.995$ times that with a reflecting wall across the half-line $y<0$. Transition-state theory overestimates the rate in that regime because trajectories recross the line, yet the ratio remains close to two.

## Tunnelling

The proton can tunnel through the barrier along $x$. To size the effect, replace the barrier top by a parabola with $\omega_b=\sqrt{|c_b|/m}=0.1433$ eV. The known quantum transmission of a parabola at energy $\epsilon$ relative to its top is $1/(1+e^{-2\pi\epsilon/\omega_b})$. Classically the thermal average of the transmission, $\beta\int_0^\infty e^{-\beta\epsilon}d\epsilon$, is one. The quantum average is the tunnelling factor

$$\kappa=\beta\int_{-\infty}^{\infty}\frac{e^{-\beta\epsilon}}{1+e^{-2\pi\epsilon/\omega_b}}\,d\epsilon .$$

Put $z=e^{2\pi\epsilon/\omega_b}$ and $s=\beta\omega_b/2\pi$. Then $d\epsilon=(\omega_b/2\pi)\,dz/z$, and

$$\kappa=s\int_0^\infty\frac{z^{-s}}{1+z}\,dz=\frac{\pi s}{\sin\pi s}=\frac{\beta\omega_b/2}{\sin(\beta\omega_b/2)},\qquad 0<s<1 .$$

Here $\beta\omega_b/2=1.76$, and $\kappa=1.79$.

The other modes need a quantum correction too. A harmonic mode has the quantum partition function $1/[2\sinh(\beta\omega/2)]$ in place of the classical $1/(\beta\omega)$. Their ratio is $f(\omega)=(\beta\omega/2)/\sinh(\beta\omega/2)$. In this harmonic approximation the rate is multiplied by $f(\omega_s)/[f(\omega_x)f(\omega_y)]=1.06$. Together the two corrections give $1.89$, nearly as large a change as the second saddle. Because the quanta are several $k_BT$, anharmonicity shifts these numbers by a few percent: the anharmonic levels of the well and of the line $x=a$ raise the $1.06$ to about $1.09$, so the product is best read as about $1.9$. In this estimate they depend on curvatures that the mirror saddles share, so they multiply $k_+$ and $k_-$ equally and cancel in the ratio.

One quantum effect could alter the count itself: tunnelling along $y$ between the two wells of $S$. These wells, taken on the line $x=a$, have a lowest pair of levels split by $\Delta=1.6\times10^{-4}$ eV, or 0.4% of $k_BT$. Compare the partition function of both wells with that of one well closed by a hard wall at $y=0$. The wall admits the odd levels alone, so the lowest pair gives a ratio $1+e^{\beta\Delta}=2.004$. Including higher levels gives $2.006$. The saddles still count as two.

## The model and a real surface

The potential is not a calculation for a particular surface: its barrier and stiffnesses are round choices, as are the temperature and the pulse length. The largest well quantum, $0.20$ eV, is far below that of a real O–H stretch, roughly $0.45$ eV, so the absolute rate and the quantum corrections should not be carried over to a real hydroxyl. The lowering $k_BT\ln2$ is proportional to the temperature but does not depend on the barrier or the stiffnesses, provided the conditions of symmetry, separation and equilibration hold. On a real surface, steps and neighbouring adsorbates can break the mirror symmetry; a saddle splitting of $0.020$ eV would already reduce the factor from $2$ to $1.61$. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Temperature: 473 K
Thermal energy kB*T: 0.04076 eV
Saddle position a: 1.00 angstrom
Saddle position b: 0.50 angstrom
Energy barrier E: 1.20 eV
Ridge between saddles D: 0.40 eV
Reactant stiffness K: 3.00 eV/angstrom^2
Well curvature along x: 9.60 eV/angstrom^2
Well curvature along y: 3.00 eV/angstrom^2
Saddle curvature along x: -4.95 eV/angstrom^2
Saddle curvature along y: 12.80 eV/angstrom^2
Well quantum along x: 0.1996 eV
Well quantum along y: 0.1116 eV
Saddle quantum along y: 0.2305 eV
Barrier quantum (imaginary mode): 0.1433 eV
Harmonic prefactor, one saddle: 2.337e+13 1/s
Harmonic rate, one saddle: 3.825 1/s
Harmonic rate, both saddles: 7.651 1/s
Full flux rate by quadrature: 7.632 1/s
Full flux / one-saddle harmonic rate: 1.9951 (no unit)
Lower test temperature: 118.25 K
Same ratio at lower temperature: 1.9980 (no unit)
Control, one saddle on mirror plane: 1.0208 (no unit)
Control, two reactant wells: 0.9951 (no unit)
Thermal energy in diffusion test: 0.080 eV
Diffusion test, both open / one blocked: 1.9953 (no unit)
Effective free-energy barrier, one saddle: 1.1648 eV
Effective free-energy barrier, both saddles: 1.1366 eV
Barrier lowering kB*T*ln2: 0.02825 eV
Barrier lowering, converted: 2.726 kJ/mol
Lowering from full flux: 0.02815 eV
Activation entropy kB*ln2: 5.9731e-05 eV/K
Activation energy from full flux: 1.2000 eV
Pulse length: 0.20 s
Conversion in pulse, one saddle counted: 53.5 %
Conversion in pulse, both counted: 78.3 %
Time to 99% conversion, one counted: 1.204 s
Time to 99% conversion, both counted: 0.602 s
Temperature rise that doubles the rate: 11.40 K
Tunnelling factor, parabolic barrier: 1.789 (no unit)
Zero-point (harmonic quantum) factor: 1.057 (no unit)
Product of both quantum factors: 1.892 (no unit)
Tunnel splitting between saddle wells: 1.637e-04 eV
Quantum count, two wells / one well: 2.0061 (no unit)
Chiral-neighbour saddle splitting: 0.020 eV
Rate factor with that splitting: 1.612 (no unit)
Barrier lowering with that splitting: 0.0195 eV
```
